# The self-magnetic field of a nanowire and its bending of electron paths: test program

```python
"""Self-magnetic field of a thin round wire and its effect on electron orbits.

Result under test: a wire of radius a with mean current density J has the
surface field B = mu0*J*a/2. For a 20 nm copper wire at 10 MA/cm2 this is
about 0.6 mT, and it changes the conductance by only parts per million.
Symbols: k_F Fermi wavenumber, l bulk mean free path, r_c = hbar*k_F/(e*B)
orbit radius in the surface field. Orbit calculations use lengths in units
of a and speeds in units of the Fermi speed; then bend = a/r_c.
The current flows along +z, the field along +phi, the electron charge is -e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp

pi, e, hbar, mu0 = np.pi, const.e, const.hbar, const.mu_0

# ---------- inputs (material values are rough typical ones) ----------
radius = 10e-9               # m
density = 1e11               # A/m2, equal to 10 MA/cm2
lattice = 0.3615e-9          # m, copper, four atoms per cubic cell
rho_bulk = 1.7e-8            # ohm m
temperature = 300.0          # K
pitch = 40e-9                # m, centre distance of a neighbouring wire
k_oxide = 1.0                # W/(m K)
sink_radius = 100e-9         # m, where the oxide meets a heat sink
temp_coeff = 0.004           # 1/K, bulk resistivity
neck_factor = 5.0            # belly orbit size over neck orbit size

# ---------- derived quantities ----------
current = density * pi * radius**2
B_surface = mu0 * density * radius / 2
n_el = 4 / lattice**3
k_F = (3 * pi**2 * n_el)**(1 / 3)
v_F = hbar * k_F / const.m_e
mfp = hbar * k_F / (n_el * e**2 * rho_bulk)
r_c = hbar * k_F / (e * B_surface)
bend = radius / r_c
lam = mfp / radius
angle = mfp / r_c
shift = mfp**2 / (2 * r_c)
trap_angle = np.sqrt(bend)
trap_length = pi / 2 * np.sqrt(radius * r_c)
v_drift = density / (n_el * e)
hall_voltage = v_drift * B_surface * radius / 2


# ---------- field from the Biot-Savart volume integral ----------
def biot_savart(r):
    """Field at distance r from the axis, source points in polar form."""
    g, w = np.polynomial.legendre.leggauss(32)
    unit, wu = (g + 1) / 2, w / 2
    tilt, wt = g * pi / 2, w * pi / 2
    total = 0.0
    for start in (0.0, pi / 2):
        for alpha, wa in zip(start + unit * pi / 2, wu * pi / 2):
            root = np.sqrt(max(radius**2 - (r * np.sin(alpha))**2, 0.0))
            s_max = max(root - r * np.cos(alpha), 0.0)
            if s_max == 0.0:
                continue
            s = (unit * s_max)[:, None]
            z = s * np.tan(tilt)[None, :]
            dz = s / np.cos(tilt)[None, :]**2 * wt[None, :]
            ds = (wu * s_max)[:, None]
            kernel = -s * np.cos(alpha) / (s**2 + z**2)**1.5
            total += 2 * wa * np.sum(kernel * s * ds * dz)
    return mu0 * density / (4 * pi) * total


B_numeric = biot_savart(radius)
assert abs(B_numeric / B_surface - 1) < 1e-6
assert abs(biot_savart(radius / 2) / (B_surface / 2) - 1) < 1e-4
assert round(B_numeric * 1e3, 1) == 0.6


# ---------- single orbits from the Lorentz force ----------
def orbit(start, direction, strength, length):
    def rhs(s, q):
        x, y, z, ux, uy, uz = q
        field = strength * np.array([-y, x, 0.0])
        force = -np.cross([ux, uy, uz], field)
        return [ux, uy, uz, force[0], force[1], force[2]]
    return solve_ivp(rhs, (0, length), list(start) + list(direction),
                     method="DOP853", rtol=1e-11, atol=1e-13,
                     max_step=length / 100).y


path = orbit((1, 0, 0), (0, 0, -1), bend, lam)
shift_numeric = (1 - path[0, -1]) * radius
assert abs(shift_numeric / shift - 1) < 1e-3

strong = 0.05                # enlarged field, so that the law is visible
path = orbit((0.2, 0.1, 0), (0.48, 0.60, 0.64), strong, 3.0)
r2 = path[0]**2 + path[1]**2
law = path[5, 0] - strong * (r2 - r2[0]) / 2
assert np.ptp(path[5]) > 0.01
assert np.max(np.abs(path[5] - law)) < 1e-8

strong = 0.01
for factor, escapes in ((0.97, False), (1.03, True)):
    theta = factor * np.sqrt(strong)
    path = orbit((0, 0, 0), (np.sin(theta), 0, -np.cos(theta)), strong, 40)
    assert (np.max(np.hypot(path[0], path[1])) > 1) == escapes
path = orbit((0, 0, 0), (0.05, 0, -np.sqrt(1 - 0.05**2)), strong,
             pi / 2 / np.sqrt(strong))
assert abs(path[3, -1]) < 0.05 * 0.01     # radial motion has just stopped


# ---------- conductance from free paths that end at diffuse walls ----------
def path_terms(pos, vel, strength, step=0.25):
    """u_z(0) times the damped integral of u_z along each free path."""
    x, y = pos
    ux, uy, uz = vel
    first_uz = uz.copy()
    total = np.zeros(x.size)
    alive = np.arange(x.size)

    def kick(x, y, ux, uy, uz, h):
        c = h * strength
        return ux + c * uz * x, uy + c * uz * y, uz - c * (ux * x + uy * y)

    ux, uy, uz = kick(x, y, ux, uy, uz, step / 2)
    s = 0.0
    while s < 14 * lam and alive.size:
        across = ux**2 + uy**2
        outward = x * ux + y * uy
        room = np.maximum(1 - x**2 - y**2, 0)
        wall = (np.sqrt(outward**2 + across * room) - outward) / across
        ds = np.minimum(wall, step)
        total[alive] += uz * lam * np.exp(-s / lam) * -np.expm1(-ds / lam)
        go = wall > step
        alive = alive[go]
        x, y, ux, uy, uz = x[go], y[go], ux[go], uy[go], uz[go]
        x, y = x + step * ux, y + step * uy
        ux, uy, uz = kick(x, y, ux, uy, uz, step)
        s += step
    return first_uz * total


rng = np.random.default_rng(7)
count = 200000
r0 = np.sqrt(rng.random(count))
place = 2 * pi * rng.random(count)
cos_t = 2 * rng.random(count) - 1
turn = 2 * pi * rng.random(count)
sin_t = np.sqrt(1 - cos_t**2)
pos = (r0 * np.cos(place), r0 * np.sin(place))
vel = (sin_t * np.cos(turn), sin_t * np.sin(turn), cos_t)
plain = path_terms(pos, vel, 0.0)
bent = path_terms(pos, vel, bend)
ratio_paths = 3 * plain.mean() / lam
bound = np.mean(np.abs(bent - plain)) / plain.mean()

kappa = 2 / lam              # diameter over mean free path
loss = dblquad(lambda phi, t: np.sqrt(1 - t * t) * np.sin(phi)**2
               * np.cos(phi) * np.exp(-kappa * t / np.cos(phi)),
               0, 1, 0, pi / 2, epsabs=1e-8, epsrel=1e-8)[0]
ratio_integral = 1 - 12 / pi * loss
# 200000 random paths leave a statistical error of a few parts in 1000
assert abs(ratio_paths / ratio_integral - 1) < 0.02
assert 0 < bound < 1e-5
edge_ratio = plain[r0 > 0.95].mean() / plain[r0 < 0.3].mean()
assert 0.5 < edge_ratio < 1  # the field then still peaks at the surface
assert trap_length > 100 * mfp

# ---------- effects left out of the model ----------
rho_wire = rho_bulk / ratio_integral
power = density**2 * rho_wire * pi * radius**2
heating = power * np.log(sink_radius / radius) / (2 * pi * k_oxide)
heat_check = quad(lambda r: power / (2 * pi * k_oxide * r),
                  radius, sink_radius)[0]
assert abs(heating / heat_check - 1) < 1e-6
heat_change = temp_coeff * heating * rho_bulk / rho_wire
assert heat_change > bound
B_neighbour = mu0 * current / (2 * pi * pitch)
zeeman = const.physical_constants["Bohr magneton"][0] * B_surface
thermal = const.k * temperature
flux_ratio = B_surface * radius * mfp / 2 / (const.h / e)
assert zeeman < 1e-4 * thermal and flux_ratio < 1e-3

# ---------- printed numbers ----------
print(f"wire diameter: {2*radius*1e9:.0f} nm")
print(f"mean current density: {density/1e10:.0f} MA/cm2")
print(f"current: {current*1e6:.1f} uA")
print(f"surface field, formula: {B_surface*1e3:.3f} mT")
print(f"surface field, Biot-Savart: {B_numeric*1e3:.3f} mT")
print(f"lattice constant (rough input): {lattice*1e9:.4f} nm")
print(f"bulk resistivity (rough input): {rho_bulk*1e8:.1f} uohm cm")
print(f"electron density: {n_el*1e-6:.2e} cm^-3")
print(f"Fermi wavenumber: {k_F*1e-9:.2f} nm^-1")
print(f"Fermi speed: {v_F:.2e} m/s")
print(f"bulk mean free path: {mfp*1e9:.1f} nm")
print(f"orbit radius: {r_c*1e3:.1f} mm")
print(f"deflection per mean free path: {angle*1e6:.2f} urad")
print(f"sideways shift, formula: {shift*1e12:.4f} pm")
print(f"sideways shift, integrated orbit: {shift_numeric*1e12:.4f} pm")
print(f"largest change of v_z/v, axis to wall: {bend/2:.2e}")
print(f"trapping angle: {trap_angle*1e3:.3f} mrad")
print(f"length of a trapped turn: {trap_length*1e6:.1f} um")
print(f"that length / mean free path: {trap_length/mfp:.0f}")
print(f"wire/bulk conductivity, paths: {ratio_paths:.3f}")
print(f"wire/bulk conductivity, integral: {ratio_integral:.3f}")
print(f"current density, edge/centre: {edge_ratio:.2f}")
print(f"bound on relative conductance change: {bound:.1e}")
print(f"drift speed: {v_drift:.2f} m/s")
print(f"Hall voltage, axis to surface: {hall_voltage*1e9:.4f} nV")
print(f"wire resistivity, diffuse walls: {rho_wire*1e8:.2f} uohm cm")
print(f"oxide heat conductivity (rough input): {k_oxide:.1f} W/(m K)")
print(f"heat sink radius (input): {sink_radius*1e9:.0f} nm")
print(f"temperature coefficient (rough input): {temp_coeff:.3f} 1/K")
print(f"Joule power per length: {power:.3f} W/m")
print(f"temperature rise: {heating:.3f} K")
print(f"relative resistance change by heating: {heat_change:.1e}")
print(f"heating change / magnetic bound: {heat_change/bound:.0f}")
print(f"neighbour distance (input): {pitch*1e9:.0f} nm")
print(f"field of one neighbour: {B_neighbour*1e3:.3f} mT")
print(f"temperature (input): {temperature:.0f} K")
print(f"Zeeman energy: {zeeman/e:.2e} eV")
print(f"thermal energy: {thermal/e:.4f} eV")
print(f"flux over one free path / (h/e): {flux_ratio:.1e}")
print(f"neck orbit factor (rough input): {neck_factor:.0f}")
print(f"neck orbit radius: {r_c/neck_factor*1e3:.1f} mm")
print("all tests passed")
```

It prints:

```
wire diameter: 20 nm
mean current density: 10 MA/cm2
current: 31.4 uA
surface field, formula: 0.628 mT
surface field, Biot-Savart: 0.628 mT
lattice constant (rough input): 0.3615 nm
bulk resistivity (rough input): 1.7 uohm cm
electron density: 8.47e+22 cm^-3
Fermi wavenumber: 13.58 nm^-1
Fermi speed: 1.57e+06 m/s
bulk mean free path: 38.8 nm
orbit radius: 14.2 mm
deflection per mean free path: 2.72 urad
sideways shift, formula: 0.0528 pm
sideways shift, integrated orbit: 0.0528 pm
largest change of v_z/v, axis to wall: 3.51e-07
trapping angle: 0.838 mrad
length of a trapped turn: 18.7 um
that length / mean free path: 483
wire/bulk conductivity, paths: 0.328
wire/bulk conductivity, integral: 0.328
current density, edge/centre: 0.62
bound on relative conductance change: 9.5e-07
drift speed: 7.37 m/s
Hall voltage, axis to surface: 0.0232 nV
wire resistivity, diffuse walls: 5.19 uohm cm
oxide heat conductivity (rough input): 1.0 W/(m K)
heat sink radius (input): 100 nm
temperature coefficient (rough input): 0.004 1/K
Joule power per length: 0.163 W/m
temperature rise: 0.060 K
relative resistance change by heating: 7.8e-05
heating change / magnetic bound: 82
neighbour distance (input): 40 nm
field of one neighbour: 0.157 mT
temperature (input): 300 K
Zeeman energy: 3.64e-08 eV
thermal energy: 0.0259 eV
flux over one free path / (h/e): 2.9e-05
neck orbit factor (rough input): 5
neck orbit radius: 2.8 mm
all tests passed
```
